**RPA chemical potential and the on-shell G0W0 self-energy of the electron gas**

The program tests that the density derivative of the total RPA energy per volume equals $e_F+\Sigma_x(k_F)+\Sigma_c(k_F,e_F)$ for the unpolarized electron gas. Here $e_F=k_F^2/2$ is the free Fermi energy, and $\Sigma_x$ and $\Sigma_c$ are the exchange and correlation parts of the G0W0 self-energy. It asserts that the ring-energy and imaginary-axis formulas hold for a small set of explicit modes, and that the response function and the angular average agree with direct quadrature. Finite differences of the correlation energy are asserted to match $\Sigma_c$ within $10^{-6}$ hartree at $r_s=0.01$, 1, 2 and 5 bohr. At $r_s=2$ bohr both sides of the full identity print as 0.085423 hartree. The high-density constant computed directly from $\Sigma_c$ agrees with $B-A/3$ from the ring energy $A\ln r_s+B$; both print as −0.081463 hartree. A Monte Carlo integral for second-order exchange, which RPA and G0W0 omit, agrees with the closed form $\ln2/6-3\zeta(3)/(4\pi^2)$ within the asserted five standard errors.

## Numerical check

```python
"""
Result under test (unpolarized 3D electron gas, Hartree atomic units):
    d(E_RPA/V)/dn = eF + Sigma_x(kF) + Sigma_c(kF, eF)      (G0W0, on-shell)
and, at high density, Sigma_c -> A ln(rs) + B - A/3, where the ring energy per
electron is A ln(rs) + B.
Symbols: n density, rs = (3/(4 pi n))^(1/3), kF Fermi wavevector, eF = kF^2/2,
Q = q/kF, u = omega/(q kF) on the imaginary frequency axis,
chi0 = -(kF/pi^2) R(Q,u), lam = 4/(pi kF), so that -v chi0 = lam R/Q^2,
L(Q,u) = logarithm from the angular average of G0 at k = kF.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.special import zeta

pi = np.pi
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def fermi_wavevector(n):
    return (3 * pi**2 * n) ** (1 / 3)


def density(rs):
    return 3 / (4 * pi * rs**3)


def shell_log(Q, u):
    return np.log1p(2 * Q / ((1 - Q / 2) ** 2 + u**2))


def lindhard(Q, u):
    angles = np.arctan((1 + Q / 2) / u) + np.arctan((1 - Q / 2) / u)
    return 0.5 * (1 + (1 + u**2 - Q**2 / 4) * shell_log(Q, u) / (2 * Q)
                  - u * angles)


def lindhard_small_q(u):
    return 1 - u * np.arctan(1 / u)


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    a, b = np.array(edges[:-1])[:, None], np.array(edges[1:])[:, None]
    return ((a + b) / 2 + (b - a) / 2 * x).ravel(), ((b - a) / 2 * w).ravel()


T_EDGES = [0, 1e-5, 1e-4, 1e-3, 1e-2, 0.1, 0.4, 0.8, 0.97, 1]


def grid(q_screen, order=16):
    """Grid for Q in (0,inf), u in (-inf,inf); integrands are even in u."""
    near = np.array([0.2, 0.03, 0.004, 0.0005])
    edges = np.concatenate([[0], np.geomspace(0.01 * q_screen, 1, 9),
                            2 - near, [2], 2 + near[::-1], [3]])
    Q, wQ = panels(edges, order)
    s, ws = panels([0, 1], order)
    Q = np.concatenate([Q, 3 / s])[:, None]
    wQ = np.concatenate([wQ, 3 * ws / s**2])[:, None]
    t, wt = panels(T_EDGES, order)
    scale = 1 + Q / 2 + q_screen / Q
    return Q, scale * t / (1 - t), 2 * wQ * scale * wt / (1 - t) ** 2


def ring_energy(n, order=16):
    """RPA correlation energy per electron."""
    kF = fermi_wavevector(n)
    lam = 4 / (pi * kF)
    Q, u, w = grid(np.sqrt(lam), order)
    x = lam * lindhard(Q, u) / Q**2
    series = -x**2 / 2 + x**3 / 3 - x**4 / 4 + x**5 / 5
    f = np.where(np.abs(x) < 1e-3, series, np.log1p(x) - x)
    return 3 * kF**2 / (8 * pi) * np.sum(w * Q**3 * f)


def sigma_c(n, order=16):
    """G0W0 correlation self-energy at k = kF, omega = eF."""
    kF = fermi_wavevector(n)
    lam = 4 / (pi * kF)
    Q, u, w = grid(np.sqrt(lam), order)
    screened = lam * lindhard(Q, u)
    return -kF / (4 * pi**2) * np.sum(
        w * shell_log(Q, u) * screened / (Q**2 + screened))


def density_derivative(func, n, rel=0.02):
    h = rel * n
    return (func(n - 2 * h) - 8 * func(n - h) + 8 * func(n + h)
            - func(n + 2 * h)) / (12 * h)


# --- Ring energy and self-energy formulas on an explicit set of modes ---
gaps = np.array([0.3, 0.7, 1.1, 1.6])
g = 0.4
d = np.sqrt(2 * gaps)
mode_sq, vectors = np.linalg.eigh(np.diag(gaps**2) + g * np.outer(d, d))
modes = np.sqrt(mode_sq)


def chi_modes(w):
    return -np.sum(2 * gaps / (w**2 + gaps**2))


zero_point = 0.5 * (modes.sum() - gaps.sum() - g * len(gaps))
log_form = quad(lambda w: np.log(1 - g * chi_modes(w)) + g * chi_modes(w),
                0, np.inf, epsabs=1e-11)[0] / (2 * pi)
assert abs(zero_point - log_form) < 1e-8
strength = g**2 * (vectors.T @ d) ** 2 / (2 * modes)
for gap in (0.5, -0.5):
    real_axis = -np.sign(gap) * np.sum(strength / (modes + abs(gap)))
    imag_axis = quad(lambda w: g**2 * chi_modes(w) / (1 - g * chi_modes(w))
                     * gap / (w**2 + gap**2), 0, np.inf, epsabs=1e-11)[0] / pi
    assert abs(real_axis - imag_axis) < 1e-8

# --- Response function and G0 average from their definitions (kF = 1) ---
for Q, u in [(0.3, 0.4), (1.7, 0.6), (3.5, 1.2)]:
    direct = dblquad(lambda x, k: k**2 * (k * x + Q / 2)
                     / (u**2 + (k * x + Q / 2) ** 2), 0, 1, -1, 1)[0] / Q
    assert abs(direct - lindhard(Q, u)) < 1e-7
    average = 0.5 * quad(lambda x: (-1 / (1j * Q * u - (Q * x + Q**2 / 2))).real,
                         -1, 1)[0]
    assert abs(average - shell_log(Q, u) / (4 * Q)) < 1e-8


# --- Exchange from its definition ---
def sigma_x(k, kF):
    def f(p):
        return p * np.log((p + k) / abs(p - k))
    total = quad(f, 0, k)[0]
    if k < kF:
        total += quad(f, k, kF)[0]
    return -total / (pi * k)


def exchange_density(n):
    kF = fermi_wavevector(n)
    return quad(lambda k: k**2 * sigma_x(k, kF), 0, kF,
                epsabs=1e-10, epsrel=1e-8)[0] / (2 * pi**2)


n_ex = density(2.0)
kF_ex = fermi_wavevector(n_ex)
eF_ex = kF_ex**2 / 2
sx_ex = sigma_x(kF_ex, kF_ex)
assert abs(sx_ex + kF_ex / pi) < 1e-7
assert abs(exchange_density(n_ex) + kF_ex**4 / (4 * pi**3)) < 1e-7
assert abs(density_derivative(exchange_density, n_ex) - sx_ex) < 1e-5


# --- Main identity ---
def total_density(n):
    kF = fermi_wavevector(n)
    return kF**5 / (10 * pi**2) - kF**4 / (4 * pi**3) + n * ring_energy(n)


assert abs(ring_energy(n_ex, 24) - ring_energy(n_ex)) < 1e-7
assert abs(sigma_c(n_ex, 24) - sigma_c(n_ex)) < 1e-7
identity_rows = []
for rs in (0.01, 1.0, 2.0, 5.0):
    n = density(rs)
    slope = density_derivative(lambda m: m * ring_energy(m), n)
    sc = sigma_c(n)
    assert abs(slope - sc) < 1e-6
    identity_rows.append((rs, ring_energy(n), slope, sc))
sc_ex = sigma_c(n_ex)
mu_sigma = eF_ex + sx_ex + sc_ex
mu_energy = density_derivative(total_density, n_ex)
assert abs(mu_sigma - mu_energy) < 1e-6

# --- High-density constants, separately from energy and self-energy ---
t, wt = panels(T_EDGES, 16)
u1, w1 = t / (1 - t), 2 * wt / (1 - t) ** 2
R0 = lindhard_small_q(u1)
int_sq = np.sum(w1 * R0**2)
int_lor = np.sum(w1 * R0 / (1 + u1**2))
A = (1 - np.log(2)) / pi**2
assert abs(3 * int_sq - 2 * int_lor) < 1e-8
assert abs(3 * int_sq / (2 * pi**3) - A) < 1e-9
log_lam1 = np.log(4 * (4 / (9 * pi)) ** (1 / 3) / pi)
Q, u, w = grid(0.01)
R, R0g, inside = lindhard(Q, u), lindhard_small_q(u), (Q < 1)
B_near = 3 / (2 * pi**3) * np.sum(w1 * R0**2 * (log_lam1 + np.log(R0) - 0.5))
B_far = -3 / pi**3 * np.sum(w / Q * (R**2 - inside * R0g**2))
B = B_near + B_far
C_near = np.sum(w1 * R0 / (1 + u1**2) * (log_lam1 + np.log(R0))) / pi**3
C_far = -np.sum(w / Q**2 * (shell_log(Q, u) * R
                            - inside * 2 * Q * R0g / (1 + u**2))) / pi**3
C = C_near + C_far
assert abs(C - (B - A / 3)) < 1e-6

high_rows = []
for rs in (0.1, 0.01, 0.001):
    n = density(rs)
    sc, ec = sigma_c(n), ring_energy(n)
    limit = A * np.log(rs) + B - A / 3
    high_rows.append((rs, sc, limit, sc - limit, ec - A * np.log(rs) - B))
for column in (3, 4):
    ratio = high_rows[2][column] / high_rows[1][column]
    assert 0.08 < ratio < 0.25   # remainder falls roughly as rs ln(rs)

# --- Second-order exchange per electron, absent from RPA and G0W0 ---
# Swapping the two momentum transfers q and r is a symmetry: sample q < r, double.
rng = np.random.default_rng(7)
samples = 3_000_000
s = rng.random(samples)
q = s**2 / (1 - s**2)
k, p = rng.random(samples) ** (1 / 3), rng.random(samples) ** (1 / 3)
ck, cp = rng.uniform(-1, 1, samples), rng.uniform(-1, 1, samples)
phi = rng.uniform(0, 2 * pi, samples)
r_sq = ((k * ck + p * cp + q) ** 2 + k**2 * (1 - ck**2) + p**2 * (1 - cp**2)
        + 2 * k * p * np.sqrt((1 - ck**2) * (1 - cp**2)) * np.cos(phi))
allowed = ((k**2 + q**2 + 2 * k * q * ck > 1)
           & (p**2 + q**2 + 2 * p * q * cp > 1) & (q**2 < r_sq))
cost = q**2 + q * (k * ck + p * cp)
values = np.zeros(samples)
values[allowed] = (2 * s * (1 + q) ** 2)[allowed] / (r_sq * cost)[allowed]
prefactor = 2 * 3 / (32 * pi**5) * (4 * pi / 3) ** 2 * 4 * pi
e2x = prefactor * values.mean()
e2x_err = prefactor * values.std() / np.sqrt(samples)
e2x_closed = np.log(2) / 6 - 3 * zeta(3) / (4 * pi**2)
assert e2x_err < 0.02 * e2x_closed
assert abs(e2x - e2x_closed) < 5 * e2x_err

# --- Printed results ---
print("Worked example, rs = 2 bohr")
print(f"density n                    {n_ex:.6f} bohr^-3")
print(f"kF                           {kF_ex:.6f} bohr^-1")
print(f"lambda = 4/(pi kF)           {4 / (pi * kF_ex):.6f} (a.u.)")
print(f"eF                           {eF_ex:.6f} hartree")
print(f"Sigma_x(kF)                  {sx_ex:.6f} hartree")
print(f"Sigma_c(kF,eF)               {sc_ex:.6f} hartree")
print(f"eF + Sigma                   {mu_sigma:.6f} hartree")
print(f"eF + Sigma                   {mu_sigma * HARTREE_EV:.4f} eV")
print(f"d(E/V)/dn, finite difference {mu_energy:.6f} hartree")
print(f"total RPA energy/electron    {total_density(n_ex) / n_ex:.6f} hartree")
print("Correlation identity (rs in bohr, energies in hartree)")
print("   rs    ring energy/el.  d(n e_c)/dn   Sigma_c")
for rs, ec, slope, sc in identity_rows:
    print(f"{rs:6.2f}  {ec:12.6f}  {slope:12.6f}  {sc:12.6f}")
print("High-density constants (hartree unless marked)")
print(f"integral of R0^2 du          {int_sq:.6f} (dimensionless)")
print(f"integral of R0/(1+u^2) du    {int_lor:.6f} (dimensionless)")
print(f"A = (1-ln2)/pi^2             {A:.6f}")
print(f"B, small-Q part              {B_near:.6f}")
print(f"B, remaining part            {B_far:.6f}")
print(f"B, ring energy constant      {B:.6f}")
print(f"B - A/3                      {B - A / 3:.6f}")
print(f"C, directly from Sigma_c     {C:.6f}")
print("Approach to the limit (rs in bohr, energies in hartree)")
print("    rs     Sigma_c    A ln rs+B-A/3   difference")
for rs, sc, limit, diff, _ in high_rows:
    print(f"{rs:7.3f}  {sc:10.6f}  {limit:12.6f}  {diff:12.3e}")
print("Second-order exchange per electron (hartree)")
print(f"Monte Carlo value            {e2x:.5f}")
print(f"Monte Carlo standard error   {e2x_err:.5f}")
print(f"closed form                  {e2x_closed:.6f}")
print(f"full energy constant B+e2x   {B + e2x_closed:.6f}")
print(f"full mu constant B-A/3+e2x   {B - A / 3 + e2x_closed:.6f}")
print("checks complete")
```

Running it gives:

```
Worked example, rs = 2 bohr
density n                    0.029842 bohr^-3
kF                           0.959579 bohr^-1
lambda = 4/(pi kF)           1.326873 (a.u.)
eF                           0.460396 hartree
Sigma_x(kF)                  -0.305444 hartree
Sigma_c(kF,eF)               -0.069529 hartree
eF + Sigma                   0.085423 hartree
eF + Sigma                   2.3245 eV
d(E/V)/dn, finite difference 0.085423 hartree
total RPA energy/electron    -0.014646 hartree
Correlation identity (rs in bohr, energies in hartree)
   rs    ring energy/el.  d(n e_c)/dn   Sigma_c
  0.01     -0.214474     -0.224781     -0.224781
  1.00     -0.078799     -0.087383     -0.087383
  2.00     -0.061801     -0.069529     -0.069529
  5.00     -0.042470     -0.048757     -0.048757
High-density constants (hartree unless marked)
integral of R0^2 du          0.642671 (dimensionless)
integral of R0/(1+u^2) du    0.964007 (dimensionless)
A = (1-ln2)/pi^2             0.031091
B, small-Q part              -0.045423
B, remaining part            -0.025677
B, ring energy constant      -0.071099
B - A/3                      -0.081463
C, directly from Sigma_c     -0.081463
Approach to the limit (rs in bohr, energies in hartree)
    rs     Sigma_c    A ln rs+B-A/3   difference
  0.100   -0.154042     -0.153052    -9.904e-04
  0.010   -0.224781     -0.224641    -1.404e-04
  0.001   -0.296248     -0.296230    -1.819e-05
Second-order exchange per electron (hartree)
Monte Carlo value            0.02420
Monte Carlo standard error   0.00006
closed form                  0.024179
full energy constant B+e2x   -0.046920
full mu constant B-A/3+e2x   -0.057284
checks complete
```
